\section*{Point-group symmetry and irreducible points of shifted Monkhorst-Pack meshes}

\section*{Setting}

A crystal has primitive reciprocal vectors $\mathbf b_1,\mathbf b_2,\mathbf b_3$. With $q$ divisions along each of them, a uniform mesh consists of the $q^3$ points
\begin{equation}
\mathbf k=\sum_{i=1}^{3}u_i\mathbf b_i,\qquad
u_i=\frac{j_i+s_i}{q},\qquad j_i=0,\ldots,q-1 .
\label{mesh}
\end{equation}
Points that differ by a reciprocal lattice vector $\mathbf G$ are identified, so each $j_i$ matters only modulo $q$, and each shift $s_i$ only modulo 1. The Monkhorst-Pack coordinates are
\begin{equation}
u=\frac{2r-q-1}{2q},\qquad r=1,\ldots,q .
\label{mp}
\end{equation}
The electronic spectrum is assumed to have the full point symmetry of the lattice: $D_{6h}$ (24 operations) for the hexagonal lattice and $O_h$ (48 operations) for the fcc lattice.

\section*{Part (a): A criterion for invariance}

\textbf{Question.} Find the shift in \eqref{mp} for even and odd $q$. Then derive the condition on $\mathbf s=(s_1,s_2,s_3)$ for a point operation $R$ to map the mesh \eqref{mesh} onto itself.

\textbf{Model answer.} Dividing numerator and denominator of \eqref{mp} by 2 gives
\begin{equation}
u=\frac{1}{q}\left(r-\frac{q+1}{2}\right).
\end{equation}
For odd $q$, $(q+1)/2$ is an integer and the mesh contains $\Gamma$, so $s=0$. For even $q$ it is a half-integer, so $s=1/2$.

Since $R$ maps the reciprocal lattice onto itself, $R\mathbf b_j=\sum_i M_{ij}\mathbf b_i$, where $M$ and $M^{-1}$ have integer entries. The coefficients therefore transform as $\mathbf u\to M\mathbf u$:
\begin{equation}
M\frac{\mathbf j+\mathbf s}{q}
=\frac{\mathbf j'+\mathbf s}{q},\qquad
\mathbf j'=M\mathbf j+(M-1)\mathbf s .
\end{equation}
The image belongs to the mesh if and only if $\mathbf j'$ is an integer vector. As $M\mathbf j$ is already one, the condition is
\begin{equation}
(M-1)\mathbf s\in\mathbb Z^3 .
\label{criterion}
\end{equation}
It is sufficient for the whole mesh: $M$ is invertible modulo reciprocal lattice vectors, so distinct points have distinct images, and a one-to-one map of a finite set into itself covers the set.

Condition \eqref{criterion} says that $R$ leaves the point $\boldsymbol\kappa=\sum_i s_i\mathbf b_i$ unchanged up to a $\mathbf G$. The symmetry of the mesh is thus the little group of $\boldsymbol\kappa$, whatever the value of $q$. This uses equal divisions along all three axes; with unequal divisions, even an unshifted mesh can lose symmetry.

\section*{Part (b): The hexagonal lattice}

\textbf{Question.} Let $\mathbf b_1$ and $\mathbf b_2$ have equal length and enclose $60^\circ$, with $\mathbf b_3$ along the hexagonal axis. Decide which half-shifted meshes are invariant under $D_{6h}$. Can another in-plane shift restore the symmetry?

\textbf{Model answer.} A rotation $C_6$ by $60^\circ$ takes $\mathbf b_1$ to $\mathbf b_2$ and $\mathbf b_2$ to $\mathbf b_2-\mathbf b_1$. Hence
\begin{align}
u_1\mathbf b_1+u_2\mathbf b_2
&\to u_1\mathbf b_2+u_2(\mathbf b_2-\mathbf b_1)\nonumber\\
&=-u_2\mathbf b_1+(u_1+u_2)\mathbf b_2 .
\end{align}
Applied to the three nonzero in-plane half shifts, modulo integers, this gives
\begin{align}
(\tfrac12,\tfrac12)&\to(-\tfrac12,1)\equiv(\tfrac12,0),\nonumber\\
(\tfrac12,0)&\to(0,\tfrac12),\nonumber\\
(0,\tfrac12)&\to(-\tfrac12,\tfrac12)\equiv(\tfrac12,\tfrac12).
\end{align}
Each shift becomes a different one, so no mesh that is half-shifted in the plane is invariant. A concrete witness for $q=4$ is $\mathbf u=(1,1,1)/8$, which rotates to $(-1,2,1)/8$. Every coordinate of the shifted mesh is an odd multiple of $1/8$, and the second coordinate of the image is not.

For a general in-plane shift, \eqref{criterion} requires
\begin{equation}
(-s_2,\;s_1+s_2)-(s_1,s_2)=(-s_1-s_2,\;s_1)\in\mathbb Z^2 .
\end{equation}
The second component makes $s_1$ an integer, and the first then makes $s_2$ an integer. No nontrivial in-plane shift is compatible with $C_6$.

A half shift along $\mathbf b_3$ alone is harmless. Operations of $D_{6h}$ keep or reverse the axial component without mixing it with the in-plane ones, and $-1/2\equiv1/2$.

The three in-plane half shifts form one set of images under $D_{6h}$. Each is therefore preserved by $24/3=8$ operations. For even $q$, formula \eqref{mp} produces such a reduced-symmetry mesh; a $\Gamma$-centred mesh with the same $q$ retains all 24 operations.

\section*{Part (c): Symmetry of the shifted fcc mesh}

\textbf{Question.} For an fcc lattice with cubic constant $a$, take, in units of $2\pi/a$,
\begin{equation}
\mathbf b_1=(-1,1,1),\quad \mathbf b_2=(1,-1,1),\quad
\mathbf b_3=(1,1,-1).
\end{equation}
Is the mesh with $\mathbf s=(\tfrac12,\tfrac12,\tfrac12)$ invariant under $O_h$?

\textbf{Model answer.} The reciprocal lattice consists of the integer triples whose components have equal parity. Indeed, each Cartesian component of $\sum_i n_i\mathbf b_i$ has the parity of $n_1+n_2+n_3$. Conversely, a triple $(c_1,c_2,c_3)$ of equal parity is obtained with the integers $n_1=(c_2+c_3)/2$, $n_2=(c_1+c_3)/2$ and $n_3=(c_1+c_2)/2$.

The shift corresponds to $\boldsymbol\kappa=\tfrac12(1,1,1)$, the zone-boundary point $L$. Its images under $O_h$ are the eight points $\tfrac12(\pm1,\pm1,\pm1)$. Reversing one sign changes $\boldsymbol\kappa$ by a vector such as $(1,0,0)$, and reversing two changes it by one such as $(1,1,0)$; neither is a reciprocal lattice vector. Reversing all three changes it by $(1,1,1)$, which is one.

The eight images thus form four inequivalent pairs. The mesh is not invariant under $O_h$: it is preserved by $48/4=12$ operations, the group $D_{3d}$ about the $[111]$ axis. The full group generates four different meshes.

\section*{Part (d): Can the full group still be used for counting?}

\textbf{Question.} Call two mesh points equivalent if an operation of $O_h$, followed by a reciprocal lattice translation, connects them. Show that this gives the same classes as $D_{3d}$, and find the weight of each class.

\textbf{Model answer.} Let $S$ be the shifted mesh. Its image $gS$ under $g\in O_h$ is a mesh of the same spacing. Two such meshes either coincide or have no common point, because their shifts are equal or different modulo integers.

Suppose $g$ takes $\mathbf k\in S$ to $\mathbf k'\in S$. Then $gS$ and $S$ share $\mathbf k'$, so $gS=S$ and $g$ belongs to $D_{3d}$. The two groups therefore define the same classes on $S$.

Now consider a full star, the set of all $O_h$ images of a point modulo $\mathbf G$. An operation taking $S$ to another of the four meshes also takes the star to itself. It thus maps the star points in $S$ one-to-one onto those in the other mesh. Each mesh contains a quarter of the star, and the weight is
\begin{equation}
w=\frac{N_{\rm star}/4}{q^3}=\frac{N_{\rm star}}{4q^3}.
\label{weight}
\end{equation}

\section*{Part (e): The irreducible points}

\textbf{Question.} Find the number of irreducible points and their weights for the half-shifted fcc meshes with $q=2$ and $q=4$.

\textbf{Model answer.} By part (d), it suffices to count stars in the union of the four meshes. This union is
\begin{equation}
\mathbf k=\frac{(n_1,n_2,n_3)}{2q},\qquad n_i\ \text{odd},
\label{union}
\end{equation}
in units of $2\pi/a$. To see this, note that points of the union satisfy $q\mathbf k=\tfrac12\boldsymbol\sigma+\mathbf c$, with $\sigma_i=\pm1$ and $\mathbf c$ a reciprocal lattice vector. Thus $n_i=\sigma_i+2c_i$ is odd. Conversely, for any odd $n_i$ choose $\sigma_i=\pm1$ so that $n_i-\sigma_i$ is divisible by 4. All $c_i=(n_i-\sigma_i)/2$ are then even, and $\mathbf c$ is a reciprocal lattice vector.

The fcc Brillouin zone is bounded by the planes bisecting the vectors of types $(1,1,1)$ and $(2,0,0)$. The condition $\mathbf k\cdot\mathbf G\le G^2/2$ gives $\sum_i|k_i|\le3/2$ and $|k_i|\le1$, or
\begin{equation}
|n_1|+|n_2|+|n_3|\le3q,\qquad |n_i|\le2q .
\end{equation}
For even $q$, equality is impossible: a sum of three odd numbers is odd while $3q$ is even, and an odd $n_i$ cannot equal $2q$. All points are inside the zone, where no two are related by a $\mathbf G$. The remaining operations of $O_h$ permute components and change signs. Each star therefore has one representative with
\begin{equation}
n_1\ge n_2\ge n_3>0,\quad n_1<2q,\quad n_1+n_2+n_3<3q .
\end{equation}

For $q=2$, the largest component is at most 3 and the sum is below 6. This leaves $(1,1,1)$ and $(3,1,1)$; the next candidate, $(3,3,1)$, has sum 7. There are 2 irreducible points.

For $q=4$, the largest component is at most 7 and the sum is below 12:
\begin{align}
n_1=1:&\quad(1,1,1)\nonumber\\
n_1=3:&\quad(3,1,1),(3,3,1),(3,3,3)\nonumber\\
n_1=5:&\quad(5,1,1),(5,3,1),(5,3,3),(5,5,1)\nonumber\\
n_1=7:&\quad(7,1,1),(7,3,1).
\end{align}
The excluded triples $(5,5,3)$, $(7,3,3)$ and $(7,5,1)$ already have sum 13. The number of irreducible points is $1+3+4+2=10$.

No component vanishes, so the signs contribute a factor 8 to the star size. Permutations contribute 1, 3 or 6 when three, two or no components are equal. From \eqref{weight}, the weights for $q=2$ are $8/32=1/4$ and $24/32=3/4$. For $q=4$ they are $8/256=1/32$, $24/256=3/32$ and $48/256=3/16$. As a check, two stars of size 8, six of size 24 and two of size 48 contain
\begin{equation}
2\cdot8+6\cdot24+2\cdot48=256=4\cdot4^3
\end{equation}
points, as required.

\section*{Part (f): What does the broken symmetry affect?}

\textbf{Question.} Consider a model $s$ band with nearest-neighbour hopping,
\begin{equation}
\varepsilon(\mathbf k)=-2t\sum_{\mathbf R}\cos(\mathbf k\cdot\mathbf R),
\end{equation}
where one vector is taken from each pair $\pm\mathbf R$. The hexagonal model has three in-plane bonds, the fcc model six. Let $f$ be the Fermi occupation, with $t=0.05$ Ry, $\mu=0$ and $kT=0.02$ Ry. The spin-summed bond order is $p(\mathbf R)=2\langle f\cos(\mathbf k\cdot\mathbf R)\rangle$, where the brackets denote a mesh average. Compare the bond orders and band energies before and after symmetrising the shifted $4\times4\times4$ meshes.

\textbf{Model answer.} If $F(g\mathbf k)=F(\mathbf k)$, its averages over $S$ and $gS$ are equal, so symmetrisation leaves the average unchanged. This applies to the band energy per site,
\begin{equation}
E=2\langle f\varepsilon\rangle=-2t\sum_{\mathbf R}p(\mathbf R).
\end{equation}
A single bond order is different. Averaging over $gS$ instead of $S$ replaces $\mathbf R$ by $g^{-1}\mathbf R$, since $(g\mathbf k)\cdot\mathbf R=\mathbf k\cdot(g^{-1}\mathbf R)$. Symmetrisation therefore replaces each $p(\mathbf R)$ by the mean over equivalent bonds.

Let $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. On the hexagonal mesh, the bonds $\mathbf a_1$ and $\mathbf a_2$ have $p=0.33346$, whereas $\mathbf a_1+\mathbf a_2$ has $p=0.27464$. The surviving operation $u_1\leftrightarrow u_2$ protects the equality of the first two. Their mean and the energy are
\begin{align}
\bar p&=\frac{2(0.33346)+0.27464}{3}=0.31385,\nonumber\\
E&=-2(0.05)(0.94156)\ \mathrm{Ry}=-0.09416\ \mathrm{Ry}.
\end{align}
The false spread, $0.0588$, is 19\% of the symmetrised bond order.

On the fcc mesh, the three bonds $\mathbf a_i$ have $p=0.16580$, and the three bonds $\mathbf a_i-\mathbf a_j$, perpendicular to $[111]$, have $p=0.26497$. Symmetrisation gives $0.21538$ for all six. The spread is 46\% of this value, while the energy is $-0.12923$ Ry per site both before and after.

For a fixed Hamiltonian with the full symmetry, as in this model, irreducible points with their weights are thus sufficient for invariant averages. In a self-consistent calculation the Hamiltonian depends on the density, so a density left unsymmetrised lowers the symmetry of the spectrum and changes the total energy as well. Direction-resolved quantities also need averaging over the point group.

Symmetry does not by itself ensure convergence. The $\Gamma$-centred hexagonal mesh gives three equal bond orders, $0.37082$, but its energy is $-0.11125$ Ry per site, $0.0171$ Ry below the shifted-mesh value. The symmetrised shifted mesh, with 192 points, also has all 24 operations and has the same energy as the shifted mesh. Two fully symmetric meshes thus differ by $0.0171$ Ry, so at least one of them misses the converged energy by half of this, $0.0085$ Ry per site, or more. A dense mesh gives $-0.1001$ Ry, which the shifted mesh misses by $+0.0059$ Ry and the $\Gamma$-centred mesh by $-0.0112$ Ry. The comparison is at fixed $\mu$, so the filling also differs: 0.78 electrons per site on the shifted mesh, 0.88 on the $\Gamma$-centred mesh and 0.82 on the dense mesh. The numerical check rotates explicit meshes and compares their orbits with the zone count of part (e).

\section*{Table of computed values}
\begin{verbatim}
Point-group orders: fcc 48, hexagonal 24
Hex 4x4x4, shift (0, 0, 0)/2: 24 operations kept
Hex 4x4x4, shift (0, 0, 1)/2: 24 operations kept
Hex 4x4x4, shift (1, 1, 0)/2: 8 operations kept
Hex 4x4x4, shift (1, 1, 1)/2: 8 operations kept
Hex q=4 witness: u=[1 1 1]/8 -> [-1  2  1]/8, outside mesh
In-plane det(C6-1): 1
Fully invariant hex shifts (twelfths of a step): [(0, 0, 0), (0, 0, 6)]
Fully invariant fcc shifts (twelfths of a step): [(0, 0, 0)]
fcc 2x2x2: 8 mesh points, 12 operations kept, 32 symmetrised, 2 irreducible
  k=(1,1,1)/4 (2pi/a), star 8, weight 0.25000
  k=(3,1,1)/4 (2pi/a), star 24, weight 0.75000
fcc 4x4x4: 64 mesh points, 12 operations kept, 256 symmetrised, 10 irreducible
  k=(1,1,1)/8 (2pi/a), star 8, weight 0.03125
  k=(3,1,1)/8 (2pi/a), star 24, weight 0.09375
  k=(3,3,1)/8 (2pi/a), star 24, weight 0.09375
  k=(3,3,3)/8 (2pi/a), star 8, weight 0.03125
  k=(5,1,1)/8 (2pi/a), star 24, weight 0.09375
  k=(5,3,1)/8 (2pi/a), star 48, weight 0.18750
  k=(5,3,3)/8 (2pi/a), star 24, weight 0.09375
  k=(5,5,1)/8 (2pi/a), star 24, weight 0.09375
  k=(7,1,1)/8 (2pi/a), star 24, weight 0.09375
  k=(7,3,1)/8 (2pi/a), star 48, weight 0.18750
Model: t=0.050 Ry, mu=0.000 Ry, kT=0.020 Ry
Hex shifted 4x4x4: 64 points; symmetrised: 192 points
  raw bond orders (dimensionless): [0.33346 0.33346 0.27464]
  symmetrised bond order (dimensionless): 0.31385
  band energy raw/symmetrised: -0.094156 / -0.094156 Ry per site
fcc shifted 4x4x4: 64 points; symmetrised: 256 points
  raw bond orders (dimensionless): [0.1658  0.1658  0.1658  0.26497 0.26497 0.26497]
  symmetrised bond order (dimensionless): 0.21538
  band energy raw/symmetrised: -0.129231 / -0.129231 Ry per site
Hex Gamma-centred bond orders (dimensionless): [0.37082 0.37082 0.37082]
Hex Gamma-centred band energy: -0.111245 Ry per site
\end{verbatim}
